# The spacing of (100) atomic layers in an fcc crystal: a program that tests the result

```python
# RESULT UNDER TEST: adjacent fcc (100) atomic layers are a/2 apart, not a.
# General rule for coprime conventional indices (h,k,l):
#   spacing = a/|hkl| if h,k,l are all odd, otherwise a/(2|hkl|).
# a: conventional cube edge; d: layer spacing; |hkl| = sqrt(h^2+k^2+l^2).
# Electron reflection at normal incidence: E_n = (n*pi/d)^2/2 (atomic units).
# lambda: attenuation length, with layer amplitude exp(-depth/lambda).
from itertools import product
from math import gcd
import numpy as np
from scipy import constants as const

# Atomic sites in the conventional cube, in quarters of a.
SC = np.array([[0, 0, 0]])
FCC = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
BCC = np.array([[0, 0, 0], [2, 2, 2]])
BASE = np.array([[0, 0, 0], [2, 2, 0]])
DIAMOND = np.vstack([FCC, FCC + 1])
cells = np.array(list(product(range(-6, 7), repeat=3)))


def layer_heights(sites, hkl):
    """Distinct heights near the origin, in units of a/|hkl|."""
    points = (4 * cells[:, None, :] + sites[None, :, :]).reshape(-1, 3)
    heights = np.unique(points @ np.array(hkl))
    return heights[np.abs(heights) <= 8] / 4


def layer_gap(sites, hkl):
    gaps = np.diff(layer_heights(sites, hkl))
    assert np.all(gaps == gaps[0])
    return gaps[0]


# Separate construction from primitive vectors, coordinates in units of a/2.
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
lattice = cells @ primitive


def area_per_atom(hkl):
    """Smallest nonzero parallelogram of in-plane vectors, in a^2."""
    plane = lattice[lattice @ np.array(hkl) == 0]
    cross = np.cross(plane[:, None, :], plane[None, :, :])
    squared = np.sum(cross**2, axis=-1)
    return np.sqrt(squared[squared > 0].min()) / 4


def first_reflection(hkl):
    """Smallest multiple of hkl with a nonzero fcc structure factor."""
    for multiple in range(1, 5):
        phase = 2j * np.pi * multiple * (FCC @ np.array(hkl)) / 4
        if abs(np.exp(phase).sum()) > 1e-9:
            return multiple
    raise AssertionError("no reflection found")


triples = [t for t in product(range(4), repeat=3)
           if gcd(gcd(t[0], t[1]), t[2]) == 1]
for hkl in triples:
    rule = 1.0 if all(i % 2 for i in hkl) else 0.5
    gap = layer_gap(FCC, hkl)
    assert gap == rule
    assert layer_gap(SC, hkl) == 1.0
    assert abs(gap / np.linalg.norm(hkl) * area_per_atom(hkl) - 0.25) < 1e-12
    assert abs(1 / first_reflection(hkl) - gap) < 1e-12

# Which centring adds a layer, and the effect of a second atom per point.
control = {
    "simple cubic (100)": layer_gap(SC, (1, 0, 0)),
    "body-centred (100)": layer_gap(BCC, (1, 0, 0)),
    "(001)-face-centred only, (100)": layer_gap(BASE, (1, 0, 0)),
    "(001)-face-centred only, (001)": layer_gap(BASE, (0, 0, 1)),
    "diamond (100)": layer_gap(DIAMOND, (1, 0, 0)),
}
assert list(control.values()) == [1.0, 0.5, 0.5, 1.0, 0.25]


# Sideways registry of successive (100) layers.
def layer_set(level, shift=0):
    layer = lattice[lattice[:, 0] == level]
    return {(int(y) + shift, int(z)) for _, y, z in layer
            if abs(y + shift) <= 3 and abs(z) <= 3}


assert layer_set(1) == layer_set(0, shift=1)
assert layer_set(1) != layer_set(0)
assert layer_set(2) == layer_set(0)
next_layer = lattice[lattice[:, 0] == 1]
bond_over_a = np.linalg.norm(next_layer, axis=1).min() / 2
assert abs(bond_over_a - 1 / np.sqrt(2)) < 1e-12

# Rough inputs typical of a copper (100) surface; lengths in angstrom.
a = 3.6
attenuation = 5.0
inner_potential = 10.0   # eV
contraction = 0.02       # fraction of outermost spacing
expansion = 1.7e-5       # linear expansion per K
temperature_rise = 300.0 # K
vibration = 0.08         # rms displacement along the normal

d = a * layer_gap(FCC, (1, 0, 0))
n_slab = 7
heights = layer_heights(FCC, (1, 0, 0))
slab_heights = a * heights[:n_slab]
thickness = slab_heights[-1] - slab_heights[0]
assert abs(thickness - (n_slab - 1) * a / 2) < 1e-12
density = 1 / (area_per_atom((1, 0, 0)) * a**2)
wrong_density = 4 / a**3 * a
assert abs(density - 2 / a**2) < 1e-12

bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]


def reflection_energy(order, spacing):
    return 0.5 * (order * np.pi * bohr / spacing)**2 * hartree


def intensity(energy_inside, depths):
    k = np.sqrt(2 * np.asarray(energy_inside) / hartree) / bohr
    waves = np.exp(2j * np.multiply.outer(k, depths))
    return np.abs(waves @ np.exp(-depths / attenuation))**2


energy_step = 0.01
vacuum_energy = np.arange(0.5, 200.0, energy_step)


def scan_peaks(depths, potential):
    signal = intensity(vacuum_energy + potential, depths)
    middle = signal[1:-1]
    is_peak = (middle > signal[:-2]) & (middle > signal[2:])
    return vacuum_energy[1:-1][is_peak]


depths = np.arange(80) * d
orders = np.arange(1, 5)
energies = reflection_energy(orders, d)
peaks = scan_peaks(depths, 0.0)
assert len(peaks) == 4
assert np.max(np.abs(peaks - energies)) < 1.5 * energy_step
vacuum_peaks = scan_peaks(depths, inner_potential)
assert len(vacuum_peaks) == 4
assert np.max(np.abs(vacuum_peaks - energies + inner_potential)) \
    < 1.5 * energy_step

false_energy = reflection_energy(1, a)
ratio = intensity(false_energy, depths) / intensity(energies[0], depths)
assert abs(ratio - np.tanh(d / (2 * attenuation))**2) < 1e-9

relaxed_depths = depths.copy()
relaxed_depths[1:] -= contraction * d
relaxed_peaks = scan_peaks(relaxed_depths, 0.0)
assert len(relaxed_peaks) == 4
relaxation_shift = relaxed_peaks - peaks
assert np.all(relaxation_shift > 0)

# Gaussian vibration: quadrature of the mean phase against exp(-(q*u)^2).
q = 2 * np.pi * orders / d
nodes, weights = np.polynomial.hermite.hermgauss(40)
phases = np.exp(1j * np.multiply.outer(q, np.sqrt(2) * vibration * nodes))
vibration_factor = np.abs(phases @ weights / np.sqrt(np.pi))**2
assert np.allclose(vibration_factor, np.exp(-(q * vibration)**2), atol=1e-11)

print(f"Coprime index triples tested: {len(triples)}")
print("fcc spacings: plane, spacing/a, spacing (angstrom), area/atom (a^2)")
for hkl in [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 1, 0), (3, 1, 1)]:
    relative = layer_gap(FCC, hkl) / np.linalg.norm(hkl)
    print(f"  {hkl}: {relative:.4f}, {relative*a:.3f}, "
          f"{area_per_atom(hkl):.4f}")
print("Control layer spacings, units of a:")
for label, value in control.items():
    print(f"  {label}: {value:.2f}")
print(f"Cube edge a, rough input: {a:.2f} angstrom")
print(f"fcc (100) layer spacing and step height: {d:.2f} angstrom")
print(f"Same spacing: {d/10:.3f} nm")
print(f"Shortest bond between adjacent layers: {bond_over_a*a:.3f} angstrom")
print(f"Slab layers: {n_slab}")
print(f"Slab thickness between outer atom centres: {thickness:.2f} angstrom")
print(f"Thickness with mistaken spacing a: {(n_slab-1)*a:.2f} angstrom")
print(f"Atoms per area in one layer: {density:.4f} per angstrom^2")
print(f"Same areal density: {density*1e16:.3e} per cm^2")
print(f"Areal density from mistaken spacing: {wrong_density:.4f} "
      "per angstrom^2")
print(f"Attenuation length, rough input: {attenuation:.1f} angstrom")
print(f"Inner potential, rough input: {inner_potential:.1f} eV")
print("Reflection: order, inside energy (eV), vacuum energy (eV)")
for n, inside, outside in zip(orders, energies, vacuum_peaks):
    print(f"  {n}: {inside:.2f}, {outside:.2f}")
print(f"False first peak from spacing a, inside: {false_energy:.2f} eV")
print(f"Intensity there / true first peak: {ratio:.4f}")
print(f"Outermost contraction, rough input: {100*contraction:.1f} percent")
print(f"Outermost spacing decrease: {contraction*d:.3f} angstrom")
print(f"Resulting peak shifts, orders 1 and 4: {relaxation_shift[0]:.2f}, "
      f"{relaxation_shift[3]:.2f} eV")
print(f"Linear expansion, rough input: {expansion:.1e} per K")
print(f"Temperature rise: {temperature_rise:.0f} K")
print(f"Thermal increase of layer spacing: "
      f"{d*expansion*temperature_rise:.4f} angstrom")
print(f"Rms vibration, rough input: {vibration:.2f} angstrom")
print(f"Vibration intensity factors, orders 1 and 4: "
      f"{vibration_factor[0]:.3f}, {vibration_factor[3]:.3f}")
print("checks complete")
```

Running it gives:

```
Coprime index triples tested: 49
fcc spacings: plane, spacing/a, spacing (angstrom), area/atom (a^2)
  (1, 0, 0): 0.5000, 1.800, 0.5000
  (1, 1, 0): 0.3536, 1.273, 0.7071
  (1, 1, 1): 0.5774, 2.078, 0.4330
  (2, 1, 0): 0.2236, 0.805, 1.1180
  (3, 1, 1): 0.3015, 1.085, 0.8292
Control layer spacings, units of a:
  simple cubic (100): 1.00
  body-centred (100): 0.50
  (001)-face-centred only, (100): 0.50
  (001)-face-centred only, (001): 1.00
  diamond (100): 0.25
Cube edge a, rough input: 3.60 angstrom
fcc (100) layer spacing and step height: 1.80 angstrom
Same spacing: 0.180 nm
Shortest bond between adjacent layers: 2.546 angstrom
Slab layers: 7
Slab thickness between outer atom centres: 10.80 angstrom
Thickness with mistaken spacing a: 21.60 angstrom
Atoms per area in one layer: 0.1543 per angstrom^2
Same areal density: 1.543e+15 per cm^2
Areal density from mistaken spacing: 0.3086 per angstrom^2
Attenuation length, rough input: 5.0 angstrom
Inner potential, rough input: 10.0 eV
Reflection: order, inside energy (eV), vacuum energy (eV)
  1: 11.61, 1.61
  2: 46.42, 36.42
  3: 104.45, 94.45
  4: 185.69, 175.69
False first peak from spacing a, inside: 2.90 eV
Intensity there / true first peak: 0.0317
Outermost contraction, rough input: 2.0 percent
Outermost spacing decrease: 0.036 angstrom
Resulting peak shifts, orders 1 and 4: 0.04, 0.68 eV
Linear expansion, rough input: 1.7e-05 per K
Temperature rise: 300 K
Thermal increase of layer spacing: 0.0092 angstrom
Rms vibration, rough input: 0.08 angstrom
Vibration intensity factors, orders 1 and 4: 0.925, 0.287
checks complete
```
